# Effective fragment potential dispersion from localized-orbital polarizabilities, part 2

We seek the dispersion energy between closed-shell fragments $A$ and $B$, as used in the effective fragment potential (EFP). Atomic units are used, repeated Cartesian indices are summed, and retardation and interfragment exchange are neglected. Electrons at $\mathbf s_A,\mathbf s_B$ from centres separated by $\mathbf R$ (from $A$ to $B$) repel as $1/|\mathbf R+\mathbf s_B-\mathbf s_A|$. The dipole tensor is $T_{ab}(\mathbf d)=\partial_a\partial_b(1/d)$.

Excited states $m$ of $A$ and $n$ of $B$ have energies $\Omega_m,\Omega_n$ and transition dipoles $\boldsymbol\mu_m,\boldsymbol\mu_n$. Dipole coupling gives

$$E_6=-\sum_{mn}\frac{(\mu_{m,a}T_{ab}\mu_{n,b})^2}{\Omega_m+\Omega_n}. \tag{3}$$

The denominator is separated using

$$\int_0^\infty\!\frac{d\omega}{(u^2+\omega^2)(v^2+\omega^2)}
=\frac{1}{v^2-u^2}\left(\frac{\pi}{2u}-\frac{\pi}{2v}\right)=\frac{\pi}{2uv(u+v)}. \tag{4}$$

$$\frac1{u+v}=\frac2\pi\int_0^\infty\frac{uv\,d\omega}{(u^2+\omega^2)(v^2+\omega^2)}. \tag{5}$$

With the polarizability at imaginary frequency,

$$\alpha_{ab}(i\omega)=\sum_m\frac{2\Omega_m\,\mu_{m,a}\mu_{m,b}}{\Omega_m^2+\omega^2}. \tag{6}$$

$$E_6=-\frac1{2\pi}T_{ab}T_{cd}\int_0^\infty\alpha^A_{ac}(i\omega)\,\alpha^B_{bd}(i\omega)\,d\omega. \tag{7}$$

Localized molecular orbitals (LMOs) $k,k'$ on $A$ and $l,l'$ on $B$ have centroids $\mathbf r_k,\mathbf r_l$; $T^{kl}$ is evaluated at $\mathbf d=\mathbf r_l-\mathbf r_k$. The block $\alpha^{kk'}$ is the response of LMO $k$ to a field on $k'$:

$$E_6^{\rm nl}=-\frac1{2\pi}\sum_{kk'll'}\int_0^\infty\alpha^{kk'}_{ac}\,\alpha^{ll'}_{bd}\,T^{kl}_{ab}\,T^{k'l'}_{cd}\,d\omega. \tag{17}$$

Folding sums the blocks over $k'$ and symmetrizes, leaving one tensor $\alpha^k$ per LMO:

$$E_6=\sum_{kl}E_6^{kl},\qquad
E_6^{kl}=-\frac1{2\pi}T^{kl}_{ab}T^{kl}_{cd}\int_0^\infty\alpha^k_{ac}(i\omega)\,\alpha^l_{bd}(i\omega)\,d\omega. \tag{19}$$

For isotropic site tensors, with $\bar\alpha^k=\tfrac13\alpha^k_{aa}$,

$$E_{6,\rm iso}^{kl}=-\frac{C_6^{kl}}{d^6},\qquad
C_6^{kl}=\frac3\pi\int_0^\infty\bar\alpha^k(i\omega)\,\bar\alpha^l(i\omega)\,d\omega. \tag{23}$$

The molecular coefficient is $C_6=\sum_{kl}C_6^{kl}$.

The example is N$_2$: bond length 2.07 bohr, axis along $z$, midpoint at the origin, restricted Hartree–Fock in aug-cc-pVDZ. Core and valence LMOs are localized separately by the Boys criterion, which maximizes $\sum_k|\mathbf r_k|^2$. Centroids lie at $z=\pm1.035$ bohr (cores), $z=\pm1.705$ bohr (lone pairs), and $z=0$, 0.510 bohr off-axis (three bent bonds). The static molecular polarizabilities are $\alpha_{xx}=\alpha_{yy}=9.499$ and $\alpha_{zz}=14.818$ a.u., with mean 11.27 a.u.

**The $R^{-8}$ energy of isotropic sites.** The next coupling joins a dipole on one site to a quadrupole on the other. In the Taylor expansion of the electron repulsion, the term linear in $\mathbf s_A$ and quadratic in $\mathbf s_B$ is

$$V_{12}=-\tfrac12 s_{A,a}\,W_{abc}\,q_{B,bc},\quad W_{abc}=\partial_a\partial_b\partial_c\frac1R,\quad q_{bc}=s_bs_c-\tfrac13s^2\delta_{bc}. \tag{24}$$

The trace of $s_bs_c$ may be removed because $W_{abb}=\partial_a\nabla^2(1/R)=0$ away from the origin.

Let $\beta_{bc,ef}$ be the response function of $q$, defined as in (6) with $q$ in place of the dipole. Repeating the steps from (3) to (7) gives

$$E_{12}=-\frac1{2\pi}\cdot\frac14\,W_{abc}W_{def}\int_0^\infty\alpha_{ad}\,\beta_{bc,ef}\,d\omega. \tag{25}$$

For isotropic sites $\alpha_{ad}=\alpha_1\delta_{ad}$. The tensor $\beta$ must be isotropic, and symmetric and traceless in each index pair:

$$\beta_{bc,ef}=\frac\kappa2\left(\delta_{be}\delta_{cf}+\delta_{bf}\delta_{ce}-\tfrac23\delta_{bc}\delta_{ef}\right). \tag{26}$$

The quadrupole polarizability $\alpha_2$ is defined as the response of $Q_0=\tfrac12(3z^2-s^2)=\tfrac32q_{zz}$; for an isotropic site all five normalized components respond equally. From (26), $\beta_{zz,zz}=\tfrac23\kappa$. Hence $\alpha_2=\tfrac94\cdot\tfrac23\kappa=\tfrac32\kappa$, or $\kappa=\tfrac23\alpha_2$.

With $\mathbf n=\mathbf R/R$, the third derivative is

$$W_{abc}=-\frac{15n_an_bn_c-3(n_a\delta_{bc}+n_b\delta_{ac}+n_c\delta_{ab})}{R^4}. \tag{27}$$

The bracketed sum has square $3\cdot3+6\cdot1=15$, and its contraction with $n_an_bn_c$ is 3. Therefore

$$W_{abc}W_{abc}=\frac{225-2\cdot15\cdot3\cdot3+9\cdot15}{R^8}=\frac{90}{R^8}. \tag{28}$$

The trace term of (26) drops out, and (25) becomes $-\frac1{2\pi}\cdot\frac14\cdot\frac23\cdot\frac{90}{R^8}\int\alpha_1^A\alpha_2^B\,d\omega$. The numerical factor is $15/2\pi$. Adding the case with the quadrupole on $A$ gives $E_8=-C_8/R^8$, where

$$C_8=\frac{15}{2\pi}\int_0^\infty\left(\alpha_1^A\alpha_2^B+\alpha_2^A\alpha_1^B\right)d\omega. \tag{29}$$

Other products have the same power of $R$: dipole–dipole coupling times dipole–octupole or quadrupole–quadrupole coupling, and the cross term between the two dipole–quadrupole couplings. Each requires a site to respond with one multipole rank to a field of another rank. Rotational invariance forbids this for an isotropic site, so these products vanish. It also removes the $R^{-7}$ energy. Anisotropic sites can have such terms. If a site has an inversion centre, those that mix dipole and quadrupole response vanish, but not the dipole–octupole ones. A single bent bond or lone pair has no inversion centre, even when the whole molecule has one.

**The meaning of the one-third estimate.** EFP calculations may replace the $R^{-8}$ energy by $E_8\approx E_6/3$. For isotropic sites, however,

$$\frac{E_8}{E_6}=\frac{C_8}{C_6R^2},\qquad
\frac{E_8}{E_6}=\frac13\quad\text{at}\quad R^2=\frac{3C_8}{C_6}. \tag{30}$$

The estimate is thus correct at one distance. At shorter range it is too small in magnitude, at longer range too large, and it decays as $R^{-6}$ instead of $R^{-8}$. It is an empirical allowance for distances near that crossing, and no derivation can turn it into a law.

A pair of identical isotropic oscillators, of unit charge and mass and frequency $\omega_0$, shows where the crossing lies. The transition moment is $\langle1|x|0\rangle^2=1/2\omega_0$ at energy $\omega_0$, so (6) gives $\alpha_1=1/(\omega_0^2+\omega^2)$. For the quadrupole, take the normalized component $\sqrt3\,xy$. It excites one quantum along $x$ and one along $y$, with squared moment $3/4\omega_0^2$ and energy $2\omega_0$. Hence

$$\alpha_2=\frac{2(2\omega_0)(3/4\omega_0^2)}{4\omega_0^2+\omega^2}=\frac{3}{\omega_0(4\omega_0^2+\omega^2)}. \tag{31}$$

Applying (4) with $u=v=\omega_0$, and then with $u=\omega_0$, $v=2\omega_0$, gives

$$C_6=\frac3\pi\cdot\frac{\pi}{4\omega_0^3}=\frac3{4\omega_0^3},\qquad
C_8=\frac{15}\pi\cdot\frac3{\omega_0}\cdot\frac{\pi}{12\omega_0^3}=\frac{15}{4\omega_0^4}. \tag{32}$$

Therefore $C_8/C_6=5/\omega_0$, and the ratio is one third at $R^2=15/\omega_0$. For $\omega_0=1$ this is $R=3.87$ bohr.

**What the distribution already contains.** A sum of $d^{-6}$ terms over centroids has its own $R^{-8}$ part when expanded about the molecular centres. Put $\boldsymbol\delta=\mathbf r_l-\mathbf r_k$, with each centroid now measured from its own molecular centre, and $s=(2\mathbf R\cdot\boldsymbol\delta+\delta^2)/R^2$. Then

$$|\mathbf R+\boldsymbol\delta|^{-6}=R^{-6}(1+s)^{-3}=R^{-6}(1-3s+6s^2-\dots). \tag{33}$$

Average over independent rotations of both molecules. The linear term vanishes, and $\langle(\mathbf R\cdot\boldsymbol\delta)^2\rangle=R^2\langle\delta^2\rangle/3$. The second-order coefficient is $-3+6\cdot\tfrac43=5$. Since $\langle\mathbf r_k\cdot\mathbf r_l\rangle=0$, $\langle\delta^2\rangle=r_k^2+r_l^2$. The isotropic distributed energy thus contains

$$C_8^{\rm geo}=5\sum_{kl}C_6^{kl}\left(r_k^2+r_l^2\right). \tag{34}$$

If the full molecular $C_8$ were added to the distributed sum, this part would be counted twice. For isotropic site tensors, the one-third estimate has to represent the remainder $C_8-C_8^{\rm geo}$. Anisotropic site tensors turn together with the centroids, which can change the geometric part; (34) leaves this out.

For N$_2$, the frequency integrals use 24 Gauss–Legendre points $t$ mapped by $\omega=0.3(1+t)/(1-t)$. They give $C_6=71.2$ a.u. The orientation-averaged molecular $C_8$ follows from (29), with $\alpha_2$ the mean over the five quadrupole components about the midpoint. In atomic units,

$$C_8-C_8^{\rm geo}=2035-907=1128. \tag{35}$$

In this basis 45% of the molecular coefficient is already present in the site geometry. With the full $C_8$, the one-third distance is $\sqrt{3(2035)/71.2}=9.26$ bohr. With the remainder it is $\sqrt{3(1128)/71.2}=6.9$ bohr. These are orientation averages, and they guide the judgement of a fixed geometry without settling it. They are also not converged in the basis. In aug-cc-pVTZ, $C_6=72.6$, $C_8=2309$ and $C_8^{\rm geo}=920$ a.u., so the geometric share falls to 40% and the two distances become 9.8 and 7.6 bohr.

**Overlap-based damping.** The multipole energy diverges as $d\to0$, although the interaction of extended charge clouds does not. A simple cutoff follows from writing the inverse power as a sum of Gaussians:

$$\frac1{d^6}=\frac12\int_0^\infty t^2e^{-td^2}\,dt. \tag{36}$$

Components with large $t$ are narrow and produce the divergence. Consider two normalized Gaussian orbitals of exponent $\zeta$ at separation $d$. Completing the square,

$$e^{-\zeta r^2}e^{-\zeta|\mathbf r-\mathbf d|^2}=e^{-\zeta d^2/2}\,e^{-2\zeta|\mathbf r-\mathbf d/2|^2}. \tag{37}$$

The last factor has the same integral for every $d$, and $S=1$ at $d=0$. Hence $S=e^{-\zeta d^2/2}$ and $S^2=e^{-\zeta d^2}$. The squared overlap is itself a Gaussian with $t=\zeta$.

The damping model postulates that components narrower than this one are absent, so the integral (36) stops at $t=\zeta$. This is a modelling choice and does not follow from the Hamiltonian. What follows from it is algebra. With $y=td^2$ and $x=\zeta d^2$,

$$\frac12\int_0^\zeta t^2e^{-td^2}dt=\frac1{2d^6}\int_0^xy^2e^{-y}dy
=\frac1{d^6}\left[1-e^{-x}\left(1+x+\frac{x^2}2\right)\right]. \tag{38}$$

The last step uses the antiderivative $-(y^2+2y+2)e^{-y}$. Since $e^{-x}=S^2$ and $x=-2\ln|S|$, the bracket becomes

$$f_6=1-S^2\left(1-2\ln|S|+2\ln^2|S|\right). \tag{39}$$

Its derivative is $df_6/dx=\tfrac12x^2e^{-x}\ge0$, so $f_6$ rises steadily from 0 at complete overlap to 1 at vanishing overlap. For small $x$, integration gives $f_6\approx x^3/6$. The damped inverse power then tends to $\zeta^3/6$ at $d=0$, so the divergence has been removed.

For the oscillators above, the ground-state orbital has exponent $\zeta=\omega_0/2$. At the one-third distance $x=\tfrac12\cdot15=7.5$, and (38) gives $f_6=0.980$. In this model the multipole ratio reaches one third where the damping of $E_6$ is only 2%.

In a molecule, $S_{kl}$ is the computed overlap of two LMOs, which are not single Gaussians. The effective exponent $-2\ln|S_{kl}|/d^2$ then varies with geometry, and a finite limit at small $d$ is no longer guaranteed. If an overlap vanishes by symmetry, (39) gives $f_6=1$ however close the orbitals are. That pair is left undamped, which is a defect of using overlap as the sole measure of proximity.

**The working energy.** Applying the damping to each pair and adding one third for the higher-order energy gives

$$E_{\rm disp}=\frac43\sum_{kl}f_6(S_{kl})\,E_6^{kl}. \tag{40}$$

The higher-order part inherits the damping of $E_6$. The same cutoff applied to a true $d^{-8}$ term would give a different function, with a further term $x^3/6$ inside the round brackets of (38).

**A parallel pair of nitrogen molecules.** The second molecule is a copy of the first, displaced by 7.0 bohr along $x$. One bent bond of each molecule is placed in the $xz$ plane on the $+x$ side. The undamped leading energies, in microhartree, are:

| Form of $E_6$ | Energy |
|---|---|
| folded anisotropic tensors, (19) | $-518.4$ |
| isotropic tensors, (23) | $-572.0$ |
| nonlocal blocks, (17) | $-534.4$ |

The isotropic energy is larger in magnitude than the anisotropic one by $572.0/518.4-1=10\%$. A static estimate with molecular tensors gives the sign and rough size of this difference. For displacement along $x$, $T_{xx}=2/R^3$ and $T_{yy}=T_{zz}=-1/R^3$. The anisotropic contraction is therefore proportional to $4\alpha_{xx}^2+\alpha_{yy}^2+\alpha_{zz}^2=5(9.499)^2+(14.818)^2=671$, and the isotropic one to $6(11.27)^2=762$, which is 14% more. The strongest coupling acts along $x$, where the molecule is less polarizable than its mean.

Folding lowers the magnitude by $16.0/534.4=3\%$ relative to the nonlocal result. There is also an arbitrary element in the partition. The three bent bonds can be turned together about the molecular axis without changing the molecule or the Boys criterion. Turning them by $90^\circ$ in both molecules changes the folded energy from $-518.4$ to $-523.7$ microhartree, or by 1%. Turning them by $180^\circ$ in only one molecule has a larger effect: the energy becomes $-492.1$ microhartree if the first molecule's bonds are turned and $-556.2$ if the second's are, changes of 5% and 7%.

Damping has little effect at this distance. The largest overlap, $|S|=0.01215$, is between the two bent bonds in the $xz$ plane. For this pair $x=-2\ln(0.01215)=8.82$ and

$$f_6=1-(0.01215)^2\left(1+8.82+\frac{8.82^2}2\right)=0.993. \tag{41}$$

These two centroids are 7.00 bohr apart. The first molecule's bond in the $xz$ plane is closer to the other two bonds of the second molecule: $\sqrt{(7.00-0.255-0.510)^2+0.442^2}=6.25$ bohr. Their overlaps are nevertheless smaller, so for real LMOs the overlap is not a function of centroid distance alone.

The damped sum is $-517.3$ microhartree. One third of it is $-172.4$, and the total is

$$E_{\rm disp}=-517.3-172.4=-689.7\ \text{microhartree}=-1.81\ \text{kJ/mol}. \tag{42}$$

The variation with distance is shown below, with energies in microhartree. The last column is $(C_8-C_8^{\rm geo})/(C_6R^2)$, the averaged ratio for isotropic site tensors, to be compared with the fixed value $1/3$.

| $R$ (bohr) | $E_6$ | damped $E_6$ | total (40) | ratio |
|---|---|---|---|---|
| 5 | $-3806$ | $-3660$ | $-4880$ | 0.63 |
| 6 | $-1292$ | $-1280$ | $-1706$ | 0.44 |
| 7 | $-518$ | $-517$ | $-690$ | 0.32 |
| 8 | $-235$ | $-235$ | $-313$ | 0.25 |
| 10 | $-62$ | $-62$ | $-83$ | 0.16 |

In this basis the averaged ratio at 7 bohr happens to lie close to one third. At 5 bohr it is almost twice as large, and at 10 bohr about half as large. In aug-cc-pVTZ the whole column rises by about a fifth, to 0.39 at 7 bohr. The column is an undamped, orientation-averaged $R^{-8}$ ratio, so at 5 bohr, where the charge clouds overlap, it should not be read as the higher-order share of the energy of this pair. Damping reduces $E_6$ by 4% at 5 bohr and by 0.2% at 7 bohr.

The total is therefore a model energy. Besides the one-third term and the damping postulate, it omits electron correlation within each molecule and exchange-dispersion between them. The basis is also limited, particularly for the quadrupole response that enters $C_8$. At 7 bohr, going to aug-cc-pVTZ changes the folded $E_6$ from $-518$ to $-530$ microhartree, the largest overlap from 0.0122 to 0.0132, and the total (40) from $-690$ to $-705$ microhartree. The higher-order part is more sensitive. The second-order dispersion energy from the same response, evaluated with the full Coulomb interaction between transition densities in each molecule's own basis, is $-692$ microhartree in aug-cc-pVDZ and $-791$ in aug-cc-pVTZ. In the larger basis (40) falls short of it by about 11%.
